# Diode Temperature from Three Currents, Free of Series Resistance

## First half: the three-current formula

### What symmetry and dimensions require

A forward-biased junction on a chip can serve as a thermometer. A known current is forced through it and the voltage between its terminals is read. Two unwanted quantities enter the voltage. The saturation current \(I_s\) differs from one device to the next, and the series resistance \(R\) of the contacts and leads adds a voltage unrelated to the junction temperature.

At a fixed temperature, and at currents far above \(I_s\), a change of \(I_s\) moves every voltage by the same amount. A change of \(R\) moves each voltage in proportion to its current. The diode law below confirms both statements. A temperature formula that ignores both quantities must therefore give the same answer after the replacement

\[
V_i\longrightarrow V_i+u+rI_i ,
\]

for any constant voltage \(u\) and any constant resistance \(r\).

Take three readings \(V_1,V_2,V_3\) at currents \(I_1<I_2<I_3\). Since \(I_1\ne I_3\), we can choose \(u\) and \(r\) so that the two outer voltages become zero. This subtracts from the data the straight line through the outer points of the graph of \(V\) against \(I\). What remains is the height of the middle point above that line. To find it, define

\[
w=\frac{I_3-I_2}{I_3-I_1},\qquad
1-w=\frac{I_2-I_1}{I_3-I_1}.
\]

The line has the value \(wV_1+(1-w)V_3\) at \(I_2\), because \(I_2\) lies a fraction \(1-w\) of the way from \(I_1\) to \(I_3\). The remaining number is

\[
H=V_2-wV_1-(1-w)V_3 .
\]

Every formula with the required symmetry can depend on the voltages through \(H\) alone.

Dimensions fix the rest of the form, apart from one function. Let \(k\) be the Boltzmann constant and \(q>0\) the elementary charge. The quantity \(qH/k\) is a temperature. Take energy, charge, temperature and time as the independent dimensions. Then \(k\) is an energy per temperature, \(H\) is an energy per charge, and a current is a charge per time. Time occurs only in the currents, so they can enter only through their ratios. Hence

\[
T=\frac{qH}{k}\,g\!\left(\frac{I_2}{I_1},\frac{I_3}{I_1}\right),
\]

where \(g\) is a pure number. The diode law must supply \(g\).

### The diode and the assumptions

SI units and their engineering multiples are natural here. The terminal voltage \(V\) and the current \(I\) are positive in the forward direction. The resistance takes up the voltage \(IR\), so the junction itself has the voltage \(V-IR\). The ideal diode with series resistance obeys

\[
I=I_s\left[\exp\!\left(\frac{q(V-IR)}{kT}\right)-1\right].
\]

The exponential describes carriers crossing the lowered junction barrier. The \(-1\) makes the current vanish when the junction voltage is zero. "Ideal" means that \(q/(kT)\) in the exponent is not divided by an additional ideality factor.

The derivation assumes the following:

- The temperature \(T\), and with it \(I_s\), is the same in all three readings.
- The resistance \(R\) is the same at all three currents.
- The current ratios are known.
- Each current is far larger than \(I_s\).

The numerical values of \(I_s\) and \(R\) need not be known.

### Solving the diode law for the voltage

Divide the diode law by \(I_s\) and add one to both sides:

\[
1+\frac{I}{I_s}=\exp\!\left(\frac{q(V-IR)}{kT}\right).
\]

Take the natural logarithm, multiply by \(kT/q\), and add \(IR\):

\[
V=\frac{kT}{q}\ln\!\left(1+\frac{I}{I_s}\right)+IR .
\]

This is still the full model. For \(I\gg I_s\) the one inside the logarithm may be dropped:

\[
V_i=\frac{kT}{q}\left(\ln I_i-\ln I_s\right)+I_iR .
\]

Currents in separate logarithms are understood as numbers in one common unit. Changing that unit adds the same constant to \(\ln I_i\) and \(\ln I_s\), so their difference is unaffected.

The last equation shows the symmetry used at the start. The term with \(I_s\) is the same for every reading, and the term with \(R\) is proportional to the current. Temperature multiplies the logarithm of the current, whose graph is curved. The three-current method measures that curvature.

### Why two currents are not enough

Subtract the voltage at \(I_1\) from that at \(I_3\). The terms in \(\ln I_s\) cancel:

\[
V_3-V_1=\frac{kT}{q}\ln\frac{I_3}{I_1}+R(I_3-I_1).
\]

If the resistance is ignored, the inferred temperature is

\[
T_{\rm pair}=\frac{q(V_3-V_1)}{k\ln(I_3/I_1)}
=T+\frac{qR(I_3-I_1)}{k\ln(I_3/I_1)} .
\]

The error is positive, because the resistive voltage is mistaken for junction voltage. It vanishes when \(R=0\), in which case two currents suffice.

No other weights rescue the pair. Consider \(c_1V_1+c_3V_3\). Removing \(I_s\) requires \(c_1+c_3=0\), so \(c_3=-c_1\). Removing \(R\) requires \(c_1I_1+c_3I_3=0\), which becomes \(c_1(I_1-I_3)=0\). Since the currents differ, \(c_1=0\), and then \(c_3=0\). Nothing is left to measure.

### The weights for three currents

For the combination \(c_1V_1+c_2V_2+c_3V_3\), the same two requirements are

\[
c_1+c_2+c_3=0,\qquad
c_1I_1+c_2I_2+c_3I_3=0 .
\]

If \(c_2\) were zero, the argument for two currents would make the other weights zero as well. A useful combination therefore has \(c_2\ne0\), and its overall scale can be chosen so that \(c_2=1\). The first condition then gives \(c_3=-1-c_1\). Insert this in the second:

\[
c_1I_1+I_2-(1+c_1)I_3=0 .
\]

Collect the terms in \(c_1\):

\[
c_1(I_1-I_3)=I_3-I_2,
\qquad
c_1=-\frac{I_3-I_2}{I_3-I_1}=-w .
\]

It follows that \(c_3=-1+w=-(1-w)\). The combination is \(H\), and it is unique apart from its scale.

It is convenient to define the same operation for any quantity \(y\) that has a value at each current:

\[
\mathcal C[y]=y_2-wy_1-(1-w)y_3 .
\]

We call \(\mathcal C[y]\) the chord height of \(y\). It is linear in \(y\), it gives zero for a constant, and it gives zero for \(y=I\). Apply it to the voltage equation:

\[
\mathcal C[V]
=\frac{kT}{q}\mathcal C[\ln I]
-\frac{kT}{q}\ln I_s\,\mathcal C[1]
+R\,\mathcal C[I]
=\frac{kT}{q}\mathcal C[\ln I].
\]

With the abbreviation

\[
h=\mathcal C[\ln I]=\ln I_2-w\ln I_1-(1-w)\ln I_3 ,
\]

the temperature is

\[
\boxed{\,T=\frac{q}{k}\,
\frac{V_2-wV_1-(1-w)V_3}{h}\,}.
\]

The unknown function of the opening argument is \(g=1/h\).

### The denominator is positive

Division by \(h\) is allowed only if \(h\) is not zero. For positive \(x\), the function \(x-1-\ln x\) has derivative \(1-1/x\). It falls for \(x<1\), rises for \(x>1\), and is zero at \(x=1\). Thus \(\ln x<x-1\) whenever \(x\ne1\). Put \(x=I/I_2\):

\[
\ln I<\ln I_2+\frac{I-I_2}{I_2}
\qquad (I\ne I_2).
\]

Use this at \(I_1\) with weight \(w\), and at \(I_3\) with weight \(1-w\). Both weights are positive, so the inequalities can be added:

\[
w\ln I_1+(1-w)\ln I_3
<\ln I_2+\frac{wI_1+(1-w)I_3-I_2}{I_2}.
\]

The last numerator is zero because \(I_2=wI_1+(1-w)I_3\). Therefore \(h>0\). In geometrical terms, the logarithm bends downward, so its middle point lies above the chord.

To see that only ratios matter, write \(\rho_2=I_2/I_1\) and \(\rho_3=I_3/I_1\). Dividing the numerator and denominator of \(w\) by \(I_1\), and removing the common \(\ln I_1\) from \(h\), gives

\[
w=\frac{\rho_3-\rho_2}{\rho_3-1},
\qquad
h=\ln\rho_2-(1-w)\ln\rho_3 .
\]

A current source whose three values are all too large by the same factor therefore gives the correct temperature within this model.

The signal disappears when the currents are close together. Let \(a=I_2-I_1\) and \(b=I_3-I_2\), both much smaller than \(I_2\). With \(d=I-I_2\), the expansion of the logarithm is

\[
\ln I\simeq\ln I_2+\frac{d}{I_2}-\frac{d^2}{2I_2^2}.
\]

The first two terms have zero chord height. Since \(d_1=-a\), \(d_2=0\), \(d_3=b\), \(w=b/(a+b)\) and \(1-w=a/(a+b)\),

\[
\mathcal C[d^2]=-\frac{ba^2+ab^2}{a+b}=-ab,
\qquad
h\simeq\frac{ab}{2I_2^2}.
\]

The signal is thus of second order in the spacing. Distinct currents are enough for the algebra, but a good measurement needs well-separated ones.

### Recovering the resistance

Once \(T\) is known, the difference of the outer voltages yields

\[
R=\frac{V_3-V_1-(kT/q)\ln(I_3/I_1)}{I_3-I_1}.
\]

Three readings determine three unknowns: \(T\), \(I_s\) and \(R\). No reading is left over to test the model. A fourth current would supply a partial test, because different triples should then give the same temperature. Disagreement beyond the voltage noise points to a fault in the model, the voltage readings or the assumed current ratios, but agreement does not prove the temperature right: a constant ideality factor multiplies the result of every triple by the same number and stays hidden.

### A silicon sensing junction

Take \(T=350\) K, \(I_s=0.10\) pA at that temperature, and \(R=20\) ohm. The currents are 10, 60 and 200 µA. These are round, rough values for a small silicon junction on a warm chip. Solving the full diode law, including its \(-1\), gives

\[
V_1=555.7800,\quad V_2=610.8207,\quad V_3=649.9333\ \text{mV}.
\]

The digits are kept to show the cancellation, not because a real device would be known so well. The weights are

\[
w=\frac{200-60}{200-10}=0.736842,
\qquad 1-w=0.263158 .
\]

The current ratios are 6 and 20, so

\[
h=\ln6-0.263158\ln20=1.003409 .
\]

The voltage chord height is

\[
\begin{aligned}
H&=610.8207-0.736842(555.7800)\\
&\quad-0.263158(649.9333)
=30.2635\ \text{mV}.
\end{aligned}
\]

With \(k/q=0.0861733\) mV/K,

\[
T=\frac{30.2635}{0.0861733\times1.003409}
=350.000\ \text{K}=76.850\ ^\circ\text{C}.
\]

The outer pair alone gives

\[
T_{\rm pair}=\frac{649.9333-555.7800}{0.0861733\ln20}
=364.720\ \text{K}.
\]

Its error of 14.720 K, relative to the true junction temperature, comes from the resistive difference \(20\ \text{ohm}\times190\ \mu\text{A}=3.8\) mV. The resistance formula returns 20.000 ohm.

The formula was also tested on 60 random ideal diodes. The lowest current lay between 1 and 10 µA, and each current exceeded the one before by a factor between 1.5 and 6. Temperatures ranged from 250 to 400 K, saturation currents from \(10^{-17}\) to \(10^{-13}\) A, and resistances from 0 to 200 ohm. The largest temperature error was \(1.4\times10^{-5}\) K.

## Second half: accuracy and departures from the model

### Symbols and results carried forward

The currents are \(I_1<I_2<I_3\), with gaps \(a=I_2-I_1\) and \(b=I_3-I_2\). The weight of the lowest reading is \(w=b/(a+b)\), and \(1-w=a/(a+b)\). The chord height of any quantity is

\[
\mathcal C[y]=y_2-wy_1-(1-w)y_3 .
\]

It is zero for a constant and for a quantity proportional to current. With \(h=\mathcal C[\ln I]>0\), the inferred temperature is \(T_{\rm inf}=q\,\mathcal C[V]/(kh)\). For a small extra voltage \(\delta V_i\) in each reading, linearity gives

\[
\Delta T=T_{\rm inf}-T=\frac{q}{kh}\,\mathcal C[\delta V].
\]

The example has currents of 10, 60 and 200 µA, \(T=350\) K, \(I_s=0.10\) pA, \(R=20\) ohm and \(h=1.003409\). Each shift below is found separately, with the other settings held fixed, and is relative to the reading of the ideal diode.

### The small term that does not cancel

Keep the \(-1\) in the diode law. Since \(1+I/I_s=(I+I_s)/I_s\), the voltage is

\[
V_i=\frac{kT}{q}\left[\ln(I_i+I_s)-\ln I_s\right]+I_iR .
\]

The resistance still cancels exactly, and so does the separate \(\ln I_s\). The saturation current inside the first logarithm remains:

\[
\frac{T_{\rm inf}}{T}=\frac{\mathcal C[\ln(I+I_s)]}{h}.
\]

For \(I_s\ll I_1\), use \(\ln(I+I_s)\simeq\ln I+I_s/I\). We then need the chord height of \(1/I\). Because the weights \(w\) and \(1-w\) add to one,

\[
\mathcal C\!\left[\frac1I\right]
=w\left(\frac1{I_2}-\frac1{I_1}\right)
+(1-w)\left(\frac1{I_2}-\frac1{I_3}\right).
\]

The brackets are \(-a/(I_1I_2)\) and \(b/(I_2I_3)\). Insert the weights:

\[
\begin{aligned}
\mathcal C\!\left[\frac1I\right]
&=\frac{ab}{(a+b)I_2}\left(\frac1{I_3}-\frac1{I_1}\right)\\
&=\frac{ab}{(a+b)I_2}\,\frac{I_1-I_3}{I_1I_3}
=-\frac{ab}{I_1I_2I_3}.
\end{aligned}
\]

The last step uses \(I_3-I_1=a+b\). To first order in \(I_s\),

\[
\frac{\Delta T}{T}=-\frac{I_s\,ab}{I_1I_2I_3h}.
\]

The reading is low because adding \(I_s\) to every current reduces the curvature of the logarithm. In the example the bias is \(-2.03\times10^{-6}\) K. If \(I_s\) is raised to 1.0 nA with the same currents and temperature, the solved diode equation gives \(-0.0203\) K. Saturation current rises steeply with temperature, so a junction hot or leaky enough for this bias to matter needs larger currents.

No other choice of fixed weights removes this bias for every \(I_s\). Cancelling \(R\), and cancelling \(I_s\) when it is very small, already fixes the weights up to scale. With those weights, the logarithmic part of the full law tends to \(h\) as \(I_s\to0\), but to zero as \(I_s\to\infty\). It therefore depends on \(I_s\).

### Choosing the middle current

Hold \(I_1\) and \(I_3\) fixed and vary \(I_2\). From the definition of \(w\), \(dw/dI_2=-1/(I_3-I_1)\). Differentiate \(h\):

\[
\frac{dh}{dI_2}
=\frac1{I_2}-\frac{dw}{dI_2}(\ln I_1-\ln I_3)
=\frac1{I_2}-\frac{\ln(I_3/I_1)}{I_3-I_1}.
\]

The second derivative is \(-1/I_2^2\), so the zero of the first derivative is a maximum:

\[
I_2=\frac{I_3-I_1}{\ln(I_3/I_1)} .
\]

For outer currents of 10 and 200 µA this is 63.42 µA. The chosen 60 µA is close to it. The maximizing current gives the largest voltage signal at fixed temperature. It need not give the least noise, because the weights also depend on \(I_2\).

### Voltage noise and meter errors

Suppose the three voltage readings have independent errors of equal standard deviation \(\sigma_V\). Variances add with the squares of the weights, so

\[
\sigma_T=\frac{q\sigma_V}{kh}\sqrt{1+w^2+(1-w)^2}.
\]

For \(\sigma_V=10.0\) µV, the square root is 1.270 and

\[
\sigma_T=\frac{0.0100\times1.270}{0.0861733\times1.003409}
=0.147\ \text{K}.
\]

A simulation with normally distributed noise of this size gives 0.1468 K, in agreement with the formula.

For the same noise, the outer pair has \(\sigma_T=\sqrt2\,q\sigma_V/[k\ln(I_3/I_1)]\), or about 0.055 K. Removing the resistance therefore costs a factor of about 2.7 in noise for these currents. The pair, however, keeps every voltage term proportional to current. Its resistive error is about 0.74 K per ohm for these currents, so its lower noise wins only if \(R\) is below about 0.2 ohm. Even at \(R=0\), the knee current and the thermal resistance assumed below would shift the pair by about \(+4.3\) K and \(-0.77\) K. The pair is the better choice only when all such terms are negligible or have been corrected.

A constant voltmeter offset has zero chord height and drops out. A gain error does not: a meter that reads high by a fraction \(\epsilon\) makes the temperature high by the same fraction.

### Errors in the current ratios

Let the actual middle current be \(I_2(1+\delta)\), while the formula uses \(I_2\). For small \(\delta\), the logarithmic voltage rises by \((kT/q)\delta\) and the resistive voltage by \(I_2R\delta\). The middle voltage has weight one, so

\[
\Delta T=\frac{\delta}{h}\left(T+\frac{qI_2R}{k}\right).
\]

In the example \(I_2R=1.2\) mV, which corresponds to 13.9 K. An error of 0.10 percent then gives

\[
\Delta T=\frac{0.0010\,(350+13.9)}{1.003409}=0.363\ \text{K}.
\]

The absolute current scale is unimportant for \(T\), but the ratios must be accurate. A common scale error does affect the inferred resistance, which is the resistive voltage divided by the assumed current difference.

### Ideality factor

Over a limited current range, a departure from the ideal law can be described by an ideality factor \(n\), which replaces \(kT/q\) by \(nkT/q\). At currents far above \(I_s\), the whole logarithmic voltage is multiplied by \(n\), and

\[
T_{\rm inf}=nT .
\]

The three readings cannot separate \(n\) from \(T\), because both enter the curved part of the voltage through their product. If \(n\) is known and constant, the reading can be divided by it. For an uncorrected \(n=1.008\), the shift is \(0.008\times350=2.800\) K.

### Recombination current

Carriers that recombine inside the junction can add a current that grows more slowly with voltage. A simple model adds

\[
I_{\rm rec}=I_r\left[\exp\!\left(\frac{q(V-IR)}{2kT}\right)-1\right]
\]

to the ideal current. When \(I_{\rm rec}\ll I\), the ideal part carries \(I-I_{\rm rec}\). The junction voltage needed for a given total current changes by

\[
\delta V=\frac{kT}{q}\ln\!\left(1-\frac{I_{\rm rec}}I\right)
\simeq-\frac{kT}{q}\frac{I_{\rm rec}}I .
\]

To leading order, \(\exp[q(V-IR)/(kT)]\simeq I/I_s\), so \(I_{\rm rec}\simeq I_r\sqrt{I/I_s}\). Hence

\[
\frac{\Delta T}{T}\simeq
-\frac{I_r}{h\sqrt{I_s}}\,\mathcal C[I^{-1/2}] .
\]

The function \(I^{-1/2}\) bends upward, so its chord height is negative and the reading is high. For a rough prefactor \(I_r=1.0\) pA, the recombination current is about 10 nA at 10 µA, or 0.1 percent of the total. The full calculation gives a shift of 0.135 K. The lowest current suffers most, so raising it reduces this error if the other effects stay small.

### High injection

At large currents the injected carriers are no longer few compared with the dopants. A simple description uses a knee current \(I_K\):

\[
I\left(1+\frac I{I_K}\right)
=I_s\left[\exp\!\left(\frac{q(V-IR)}{kT}\right)-1\right].
\]

For \(I\gg I_s\), solving for \(V\) adds \((kT/q)\ln(1+I/I_K)\) to the ideal voltage. When \(I\ll I_K\),

\[
\delta V\simeq\frac{kT}{q}
\left(\frac I{I_K}-\frac{I^2}{2I_K^2}\right).
\]

The first term is proportional to current and cancels just as \(R\) does. For the second, write \(I=I_2+d\), so that \(I^2=I_2^2+2I_2d+d^2\). The first two terms have zero chord height, and \(\mathcal C[d^2]=-(wa^2+(1-w)b^2)=-ab\). Therefore

\[
\frac{\Delta T}{T}\simeq\frac{ab}{2I_K^2h}.
\]

For \(I_K=5.0\) mA this estimate is 0.049 K. The solved model gives 0.0471 K, the small difference being due to higher powers of \(I/I_K\). As long as the currents stay far below \(I_K\), the error grows as the square of the current scale. This sets an upper limit to useful currents.

### Self-heating and drift

The junction dissipates power, so it is warmer at the larger currents. Let \(R_{\rm th}\) be its thermal resistance to the surrounding chip, whose temperature is \(T\). In steady state the rise is \(\theta_i=R_{\rm th}V_iI_i\). To find the voltage change, take \(I_s\propto T^3\exp[-E_g/(kT)]\) with a constant gap \(E_g\). Then

\[
\frac{d\ln I_s}{dT}=\frac3T+\frac{E_g}{kT^2}.
\]

Let \(V_j=V-IR\). Differentiating \(V_j=(kT/q)(\ln I-\ln I_s)\) at fixed current gives

\[
\frac{dV_j}{dT}
=\frac{V_j}{T}-\frac{kT}{q}\left(\frac3T+\frac{E_g}{kT^2}\right)
=-\frac{V_*-V_j}{T},
\]

where \(V_*=(E_g+3kT)/q\). The voltage shift is therefore

\[
\delta V_i\simeq-\frac{R_{\rm th}}T\,(V_*-V_{j,i})V_i\,I_i .
\]

If the product \((V_*-V_j)V\) were constant, the shift would be proportional to current and would cancel. With \(E_g=1.12\) eV, \(V_*\) is about 1.21 V. Neglecting the small \(IR\), the product is greatest at \(V=V_*/2\), near 0.61 V. The three voltages lie around this maximum, where the product changes little.

For a rough \(R_{\rm th}=1000\) K/W, the junction rises by 0.130 K at the highest current. The three-current reading shifts by only \(-0.0010\) K relative to its unheated value, while the two-current reading shifts by \(-0.772\) K. How closely the effect cancels depends on the junction voltages: with \(I_s=10^{-17}\) A or \(10^{-10}\) A and the other settings unchanged, the three-current shift is about \(-0.030\) K or \(+0.021\) K. It depends on \(R\) as well, because this model counts the power \(I^2R\) as heating the junction: the three-current shift is about \(-0.004\) K for \(R=0\) and \(+0.022\) K for \(R=200\) ohm. The small remainder also depends on the constant gap. With the temperature-dependent silicon gap \(E_g=1.17-4.73\times10^{-4}\,T^2/(T+636)\), in eV with \(T\) in kelvin, the three-current and two-current shifts of the original example become about \(+0.004\) K and \(-0.89\) K. Most of the heating effect appears instead as a negative contribution to the inferred resistance.

A temperature change that does not follow the current is more harmful. At \(I_2\) the voltage slope is about \(-1.72\) mV/K with the constant gap, and about \(-1.97\) mV/K with the temperature-dependent one. If the chip is warmer by 0.01 K during the middle reading alone, the inferred temperature falls by about 0.2 K. The readings must be taken quickly compared with chip temperature changes, yet slowly enough for the electrical signal to settle. The self-heating result also assumes that each reading reaches its thermal steady state.

### Comparison with real sensors

The currents and voltages of the example are plausible for a small silicon sensor. The resistance, recombination prefactor, knee current and thermal resistance used here are rough assumptions and vary widely with layout and process. With the values chosen here, the largest shift of the three-current reading comes from the ideality factor: 2.8 K for \(n=1.008\). Other values can change this order: a knee current of 0.5 mA instead of 5.0 mA would give a shift of about 3.6 K. A transistor can take the place of a plain diode. If the fraction of the forced current that reaches the collector varies with current, its logarithm adds another term to the voltage, and the formula does not remove the curved part of that term. The 350.000 K of the example is therefore a statement about the ideal model. A real sensor also needs a known ideality factor, accurate current ratios and a stable temperature during the three readings. The numerical output lists the main values used above.

## Computed values

```
True junction temperature: 350.0 K
Saturation current: 0.10 pA
Series resistance: 20.0 ohm
Current 1: 10 uA
Terminal voltage 1: 555.7800 mV
Current 2: 60 uA
Terminal voltage 2: 610.8207 mV
Current 3: 200 uA
Terminal voltage 3: 649.9333 mV
k/q: 0.0861733 mV/K
Thermal voltage kT/q: 30.1607 mV
Weight w of lowest current: 0.736842 (dimensionless)
Weight 1-w of highest current: 0.263158 (dimensionless)
Logarithm chord height h: 1.003409 (dimensionless)
Voltage chord height: 30.2635 mV
Three-current temperature: 350.000 K
Three-current temperature: 76.850 deg C
Recovered series resistance: 20.000 ohm
Two-current temperature, currents 1 and 3: 364.720 K
Two-current error from resistance: 14.720 K
Largest error over 60 random diodes: 1.4e-05 K
Middle current of greatest signal: 63.42 uA
Bias from neglected -1: -2.03e-06 K
Test saturation current, leaky diode: 1.0 nA
Bias of leaky diode: -0.0203 K
Rough ideality factor: 1.008 (dimensionless)
Shift from ideality factor: 2.800 K
Rough recombination prefactor: 1.0 pA
Shift from recombination: 0.135 K
Rough high-injection knee current: 5.0 mA
Shift from high injection: 0.0471 K
Silicon gap used for self-heating: 1.12 eV
Rough thermal resistance: 1000 K/W
Self-heating rise at current 3: 0.1299 K
Three-current shift from self-heating: -0.0010 K
Two-current shift from self-heating: -0.772 K
Middle-current error: 0.10 percent
Shift from middle-current error: 0.363 K
Voltage noise per reading, rms: 10.0 uV
Temperature noise, formula, rms: 0.1468 K
Temperature noise, simulation, rms: 0.1468 K
```
